# Why spin-orbit torque shifts Néel walls of one chirality together

**Question.** A magnetic track stores bits as domains magnetized up or down. A current in a heavy metal beneath it pushes the walls between them. Why does a train of Néel walls with one chirality keep its bits, while neighbouring walls with parallel cores run into each other, although the same current flows under every wall?

**What the current does to the magnetization**

Let $x$ run along the track and $z$ along the film normal, and let $\mathbf m$ be the unit vector of the magnetization, which varies only along $x$. The algebra uses atomic units, $\hbar=e=m_e=1$.

A charge-current density $J$ in the heavy metal sends a spin current into the magnetic film. With spin Hall angle $\theta_{\rm SH}$ and spin $1/2$ per electron, the angular momentum arriving per area and time is $\theta_{\rm SH}J/2$. Absorbed in a film of thickness $t$, it gives the torque density

$$\tau=\frac{\theta_{\rm SH}J}{2t}.$$

The sense of $y$ is chosen so that positive $\tau$ pulls $\mathbf m$ toward $+\hat{\mathbf y}$. With magnetization $M$, gyromagnetic ratio $\gamma$, angular-momentum density $s=M/\gamma$, damping $\alpha$ and energy $E$, the equation of motion is

$$s\dot{\mathbf m}=\mathbf m\times\frac{\delta E}{\delta\mathbf m}+\alpha s\,\mathbf m\times\dot{\mathbf m}-\tau\,\mathbf m\times(\mathbf m\times\hat{\mathbf y}).$$

A magnetic field $\mathbf B$ would contribute $-\mathbf m\times M\mathbf B$. The last term therefore acts like a field

$$\mathbf B_\tau=\frac{\tau}{M}\,\mathbf m\times\hat{\mathbf y}=\frac{\tau}{M}(-m_z,0,m_x).$$

Its $z$ component follows $m_x$. A wall core pointing along $+x$ feels an upward field, and a core along $-x$ a downward one. An upward field enlarges up domains: it moves an up-to-down wall to the right and a down-to-up wall to the left. Two neighbouring walls with parallel cores thus move oppositely. If their cores are antiparallel, the field also changes sign between them, and both move the same way.

**The force is a turning angle**

This argument can be made independent of the wall's detailed shape. Shift a wall by $\delta X$, so that $\delta\mathbf m=-\mathbf m'\delta X$, where the prime means $\partial_x$. The work of the torque field per cross-sectional area is

$$\int M\mathbf B_\tau\cdot\delta\mathbf m\,dx=-\tau\,\delta X\int(\mathbf m\times\hat{\mathbf y})\cdot\mathbf m'\,dx .$$

Since $(\mathbf m\times\hat{\mathbf y})\cdot\mathbf m'=-\hat{\mathbf y}\cdot(\mathbf m\times\mathbf m')$, the force per area is

$$F=\tau W,\qquad W=\int\hat{\mathbf y}\cdot(\mathbf m\times\mathbf m')\,dx=\int(m_zm_x'-m_xm_z')\,dx .$$

For a wall lying in the $xz$ plane, write $\mathbf m=(\sin\Theta,0,\cos\Theta)$. The integrand becomes $\Theta'$, so $W$ is the net angle through which the magnetization turns.

Going from up to down through $+x$, $\Theta$ runs from $0$ to $\pi$. If the next wall returns to up through $-x$, $\Theta$ runs on from $\pi$ to $2\pi$. Both walls have $W=+\pi$ and are pushed the same way. If the next wall returns through $+x$, $\Theta$ goes back from $\pi$ to $0$, and the second wall has $W=-\pi$. This pair has parallel cores and no net turning, so it can be smoothed away when its walls meet.

**What fixes the chirality**

The interfacial Dzyaloshinskii-Moriya interaction (DMI) has the energy density $D(m_zm_x'-m_xm_z')$. This is $D$ times the integrand of $W$, so its energy per area is $DW$. The interaction lowers the energy of one sign of $W$ for every wall, and $W$ is also what the torque pushes on.

To include a core that leaves the $xz$ plane, let $q=+1$ for an up-to-down wall and $q=-1$ for a down-to-up wall, and use

$$\mathbf m=(\cos\varphi\,{\rm sech}\,u,\ \sin\varphi\,{\rm sech}\,u,\ -q\tanh u),\qquad u=\frac{x-X}{\Delta}.$$

Here $\Delta=\sqrt{A/K}$, with exchange constant $A$ and effective perpendicular anisotropy $K$. The integrand of $W$ is

$$\frac{q\cos\varphi}{\Delta}\,{\rm sech}\,u\,(\tanh^2u+{\rm sech}^2u)=\frac{q\cos\varphi}{\Delta}\,{\rm sech}\,u,$$

and $\int{\rm sech}\,u\,du=\pi$ gives $W=\pi q\cos\varphi$. The sign of $q\cos\varphi$ is the chirality. A Bloch wall has $\cos\varphi=0$ and feels no push.

Parallel cores need another cause. An in-plane field $B_x$ adds the wall energy $-MB_x\int m_x\,dx=-\pi\Delta MB_x\cos\varphi$, which favours the same core direction for both values of $q$.

**From force to speed**

The torque also turns the core, so $X$ and $\varphi$ must be found together. Write the equation of motion as $s\dot{\mathbf m}=-\mathbf m\times\mathbf G$, with

$$\mathbf G=-\frac{\delta E}{\delta\mathbf m}-\alpha s\dot{\mathbf m}+\tau\,\mathbf m\times\hat{\mathbf y}.$$

Taking the cross product with $\mathbf m$ gives $s\,\mathbf m\times\dot{\mathbf m}=\mathbf G-\mathbf m(\mathbf m\cdot\mathbf G)$. Project this on $\partial_X\mathbf m$ and $\partial_\varphi\mathbf m$, which are perpendicular to $\mathbf m$, and integrate over $x$. The rigid profile supplies

$$\int|\partial_X\mathbf m|^2dx=\frac2\Delta,\quad \int|\partial_\varphi\mathbf m|^2dx=2\Delta,\quad \int\mathbf m\cdot(\partial_\varphi\mathbf m\times\partial_X\mathbf m)\,dx=2q,$$

while $\partial_X\mathbf m\cdot\partial_\varphi\mathbf m=0$. The torque field does no net work on $\varphi$, because that integrand, $\sin\varphi\,m_z\,{\rm sech}\,u$, is odd in $u$. With wall energy $\sigma(\varphi)$ per area, the two projections are

$$\frac{2\alpha s}{\Delta}\dot X+2qs\dot\varphi=\pi q\tau\cos\varphi,$$

$$2qs\dot X=\frac{\partial\sigma}{\partial\varphi}+2\alpha s\Delta\dot\varphi .$$

The DMI and field energies combine into

$$\sigma=\sigma_0-\pi h\cos\varphi,\qquad h=\Delta MB_x-qD .$$

In steady motion $\dot\varphi=0$. The first equation gives $v=\pi q\tau\Delta\cos\varphi/(2\alpha s)$. The second gives $2qsv=\pi h\sin\varphi$. Eliminating $v$ yields $\tan\varphi=\tau\Delta/(\alpha h)$.

This allows two opposite core directions. Eliminating $\dot X$ instead gives

$$2s\Delta\left(\alpha+\frac1\alpha\right)\dot\varphi=\frac{\pi\tau\Delta}{\alpha}\cos\varphi-\pi h\sin\varphi .$$

At a steady angle, the derivative of the right-hand side with respect to $\varphi$ is $-\pi(\cos\varphi/h)[h^2+(\tau\Delta/\alpha)^2]$. It is negative, and the motion stable, when $\cos\varphi$ has the sign of $h$. Hence

$$v=q\,\frac{\pi\tau\Delta}{2\alpha s}\,\frac{h}{\sqrt{h^2+(\tau\Delta/\alpha)^2}} .$$

**Three cases**

*DMI alone.* With $B_x=0$, $qh=-D$ for both wall types. The factor $q$ disappears and all walls have one velocity. In the rigid model its magnitude approaches $\pi|D|/(2s)$ at large torque, because the core turns toward $y$ and $W$ shrinks as $\tau$ grows.

*In-plane field alone.* With $D=0$, $h$ is the same for both types, and the velocities are opposite.

*Both present.* Now $qh=q\Delta MB_x-D$. Its sign is common to both types if

$$|B_x|<\frac{|D|}{M\Delta}.$$

Above this threshold the field makes the Néel components parallel and the velocities opposite. Below it the walls share a direction, but their speeds differ when $B_x\neq0$, so bit lengths still drift. One chirality is thus necessary for a common direction; equal speeds also require equal $|\cos\varphi|$.

The speed formula rests on the rigid profile, but the equality of the velocities in the first case and their opposition in the second do not. Rotate $\mathbf m$ by $\pi$ about $y$: $(m_x,m_y,m_z)\to(-m_x,m_y,-m_z)$. Exchange, anisotropy, DMI and the torque keep their form. An up-to-down wall becomes a down-to-up wall with the $x$ component of its core reversed and its velocity unchanged. A field $B_x$ breaks this symmetry.

Now reverse $x$ while leaving $\mathbf m$ unchanged. Exchange, anisotropy, the field energy and the torque keep their form, but DMI changes sign. Without DMI, each wall therefore has a partner with the other $q$, the same core and the opposite velocity.

**A six-bit track**

Take a 1.0 nm cobalt film on Pt with rough typical parameters: $A=15$ pJ/m, $K=0.60$ MJ/m³, $M=1.00$ MA/m, $\alpha=0.20$, $\theta_{\rm SH}=0.10$ and $|D|=1.00$ mJ/m². The sign $D<0$ is chosen to make the train move right; it is not a statement about Pt. The current density is $5.0\times10^{11}$ A/m².

The wall parameter is $\Delta=\sqrt{A/K}=5.0$ nm. With $\hbar$ and $e$ restored, $\tau=\hbar\theta_{\rm SH}J/(2et)=16.5$ kJ/m³, and $s=5.68\times10^{-6}$ J s/m³. Without core rotation the speed would be

$$\frac{\pi\tau\Delta}{2\alpha s}=114\ \text{m/s}.$$

The core angle follows from $\tau\Delta/\alpha=0.41$ mJ/m², so $\tan\varphi=0.41/1.00$ and $\varphi=22.4^\circ$ away from the $x$ axis. Then $v=114\times\cos22.4^\circ=105$ m/s.

Numerical integration of the full one-dimensional equation on a closed ring gives 104 m/s for each of four walls. Its mesh spacing of $0.3\Delta$ narrows the walls by about 1%, so the integrated speeds lie about 1% below their continuum values; in the continuum limit this speed is 105 m/s, the same as the rigid value to the digits shown. The ring holds the bits 101100 in cells of 100 nm. A pulse of 0.947 ns moves the walls by 99.8 nm, and the bits then read 010110: the whole pattern has advanced by one cell.

The first projected equation shows why starting and stopping do not spoil the shift. The core angle is the same before the pulse and after relaxation, so the integral of $\dot\varphi$ vanishes. The displacement is $(\pi q\Delta/2\alpha s)\int\tau\cos\varphi\,dt$, and the initial lag is recovered by coasting, here to within about 1 nm.

Now remove the DMI and apply $B_x=|D|/(M\Delta)=200$ mT. The current, the other film parameters and the aligning strength $|h|$ are held fixed. In the rigid model only the pattern of core directions then changes; the full equation also lets the field tilt the domains, which alters the speed. The up-to-down walls move at $+119$ m/s and the down-to-up walls at $-119$ m/s (about $\pm121$ m/s in the continuum limit). A single 0 is 100 nm long and closes at 238 m/s, which takes about 0.42 ns; in the integration it is gone by 0.435 ns. The double 0 is gone by 0.852 ns. After the pulse length that shifted the chiral train, the track reads 111111.

The zeros are lost because $\tau m_x>0$ favours up domains. Reversing the current would make the ones shrink instead. Until two walls meet, the bit between them is shortened but not erased.

**Why the second speed is higher**

The rigid formula gives 105 m/s in both cases, so it is 12% below the integrated speed with the field, and 13% below the continuum value of 121 m/s. The field makes the domains lean, with $m_x\approx MB_x/(2K)=0.167$. A relation without the rigid profile shows what this does.

For steady motion $\dot{\mathbf m}=-v\mathbf m'$. Dotting the projected equation with $\mathbf m'$ removes its left side. The energy term integrates to the difference in energy density between the two domains. If this vanishes,

$$v=\frac{\tau W}{\alpha s\int|\mathbf m'|^2dx}.$$

Here it vanishes to leading order: up and down domains have $m_x=(MB_x\mp\tau)/(2K)$, and $Km_x^2-MB_xm_x=-[(MB_x)^2-\tau^2]/(4K)$ for both. The integrated profile inserted in this relation gives 120 m/s.

For a static planar wall between domains with $\sin\Theta_0=0.167$, energy balance gives $\Delta\Theta'=\sin\Theta-\sin\Theta_0$. Therefore

$$W=\pi-2\Theta_0=2.81,$$

$$\Delta\int\Theta'^2dx=2\cos\Theta_0-\sin\Theta_0(\pi-2\Theta_0)=1.50 .$$

The turning falls, but the dissipation integral falls more. Their ratio is 1.87 instead of $\pi/2=1.57$, an increase of 19%. The integrated speed exceeds the rigid one by 13% on this mesh and by 15% in the continuum limit. The planar estimate leaves out the core rotation; at small current, where the core hardly rotates, the excess approaches 19%.

**Threshold and high current**

A track with $D=-0.36$ mJ/m² at $2.0\times10^{11}$ A/m² has a threshold of 72 mT. About 1 ns after the current starts, the up-to-down and down-to-up walls move at $+43$ and $+35$ m/s in a field of 24 mT: one direction, but unequal speeds. The core angle relaxes slowly here, and the slower wall is still settling toward about $+37$ m/s. At 144 mT the speeds at the same time are $+50$ and $-45$ m/s.

With the original DMI and no field, doubling the current to $1.0\times10^{12}$ A/m² raises the integrated speed to 174 m/s, against 176 m/s from the formula; the difference is the mesh error, and the continuum value is also 176 m/s. This is less than twice the first speed, as expected on the way to the rigid-model limit of 277 m/s.

**What a real track changes**

Thin cobalt on Pt is a real racetrack system, and wall speeds of order 100 m/s at current densities of order $10^{12}$ A/m² are a fair rough scale for it. The damping used here is high compared with thicker cobalt films. At $B_x=0$ the speed depends on $\tau/\alpha$, so halving $\alpha$ has the same effect as doubling the current: 176 m/s in the formula.

The model's most serious omission among the speed corrections estimated here is pinning. A rough pinning field of 10 mT subtracts $2MB=20$ kJ/m³ from a drive $\pi\tau\cos\varphi=48$ kJ/m³ and lowers the speed from 105 to 66 m/s, after the core angle has readjusted. An opposing stray field of 4 mT, estimated for one neighbour 100 nm away on a very wide track, gives 90 m/s; on a track only 100 nm wide the same neighbour produces about 1 mT at mid-width, and the slowing is correspondingly smaller. A field-like torque as large as the damping-like one changes the speed by 2–3%. Wall magnetostatics, which favours Bloch walls, lowers it to 102 m/s at fixed wall width, and to about 100 m/s when the surface charges of the film are also allowed to narrow the wall, by about 3%.

Position errors matter as well. On a track 100 nm wide at 300 K, a free wall without current wanders thermally by about 13 nm rms in the time of one pulse (somewhat less while it is driven), and the estimated tilt of the wall line offsets its ends by another 13 nm. The tilt also turns the core further from the $x$ axis; for a rigid tilted wall this lowers the speed from 105 to about 101 m/s. Without heat loss, the pulse would warm the metal by about 25 K. For 100 nm bits under these conditions, equal chirality secures a common drift, but repeated shifts also need positions that hold the walls between pulses. The numerical output lists the individual estimates.

## Computed results

```
INPUTS (rough typical values, cobalt film on Pt)
A = 15.0 pJ/m; K = 0.60 MJ/m^3; M = 1.00 MA/m
D = -1.00 mJ/m^2; damping = 0.20; Hall angle = 0.10
film = 1.0 nm; Pt = 4.0 nm; width = 100 nm
current density J = 5.00e+11 A/m^2; temperature = 300 K
DERIVED SCALES
wall width parameter Delta = 5.00 nm; bit cell = 100 nm
torque density tau = 16.46 kJ/m^3; torque field tau/M = 16.46 mT
angular-momentum density s = 5.679e-06 J s/m^3; time unit s/K = 9.47 ps
DMI aligning field |D|/(M Delta) = 200.0 mT
speed without core rotation = 113.8 m/s
steady core rotation = 22.4 deg; saturation speed = 276.6 m/s
turning of distorted planar wall = 1.00000 pi
ONE CHIRALITY (DMI, no in-plane field)
speed, rigid formula = 105.2 m/s
speeds, simulated four walls = 104.4, 104.4, 104.4, 104.4 m/s
turning of four walls = +0.925, +0.925, +0.925, +0.925 pi
pulse length = 0.947 ns; mean shift = 99.8 nm
spread of the four shifts = 0.0087 nm
bits before = 101100; bits after pulse = 010110
PARALLEL CORES (no DMI, in-plane field)
in-plane field = 200.0 mT; domain lean m_x = 0.167
speed, rigid formula = +/-105.2 m/s
simulated: up-down +119.2 m/s; down-up -119.2 m/s
from turning and profile: up-down +119.9 m/s
turning: up-down +0.822 pi; down-up -0.822 pi
single 0 lost by 0.435 ns; double 0 lost by 0.852 ns
bits before = 101100; after same pulse length = 111111
bits at end of run = 111111
DMI AGAINST IN-PLANE FIELD (weaker DMI)
D = -0.36 mJ/m^2; J = 2.0e+11 A/m^2; threshold = 72.0 mT
field 24.0 mT: up-down +43.1 m/s; down-up +35.4 m/s
field 144.0 mT: up-down +50.1 m/s; down-up -45.1 m/s
HIGHER CURRENT (original DMI)
J = 1.0e+12 A/m^2: simulated 174.2 m/s; formula 175.7 m/s
NEGLECTED EFFECTS (estimates for the chiral train)
reference speed = 105.2 m/s
wall magnetostatics 27.7 kJ/m^3: speed = 102.2 m/s
field-like torque of 16.5 mT along +y: speed = 102.0 m/s
field-like torque of 16.5 mT along -y: speed = 108.1 m/s
rough pinning field 10 mT: speed = 66.4 m/s
opposing neighbour stray field 4.0 mT: speed = 90.0 m/s
in-plane Oersted field = 1.26 mT
wall-line tilt = 7.5 deg; offset across track = 13.1 nm
rough resistivity = 30 uOhm cm; heat capacity = 2.8 MJ/(m^3 K)
heating in one pulse without heat loss = 25.4 K
rms thermal wandering of a free wall in one pulse = 13.1 nm
```
